# Transport-Gap Reduction Near a Metal as Twice the Image Energy

**Q.** A neutral molecule beside a metal has no net charge for the metal to attract. Why should its gap change at all?

**A.** Because the transport gap compares charged states. Let $E(N)$ be the energy of the neutral molecule with $N$ electrons, including its surroundings. Removing an electron costs $I=E(N-1)-E(N)$, and adding one releases $A=E(N)-E(N+1)$. The transport gap is

$$G=I-A=E(N-1)+E(N+1)-2E(N).$$

The electron and the hole are added in separate experiments, so they never meet. Each is a net charge, and the metal lowers the energy of each. I shall compare a site at distance $z$ from the metal with the same site deep in the same medium, and call the difference $\Delta G$.

A uniform potential step $V$ at the interface does not enter $\Delta G$. It changes $E(N+1)$ by $-eV$ and $E(N-1)$ by $+eV$, with $e>0$, and these cancel in the sum.

**Q.** Take one carrier first. The charge induced on the metal produces a potential at the carrier. Is the energy not simply charge times that potential?

**A.** No, since the induced charge exists only because the carrier is there, and creating it costs energy. Let $\sigma$ be the induced charge and $\phi$ the potential that the outside charge $\rho$ produces on the metal. I take a large metal held at zero potential, so that charge drawn from its far parts costs nothing. The energy is

$$F[\sigma]=\int\sigma\phi+\tfrac12\int\!\!\int\sigma K\sigma ,$$

where $K$ is the Coulomb interaction between points of the metal. The first term is the interaction with the carrier; the second is the repulsion of the induced charge with itself. At the minimum, $\phi+K\sigma=0$, which says that the total potential on the metal vanishes. Multiplying this condition by $\sigma$ and integrating gives

$$\int\!\!\int\sigma K\sigma=-\int\sigma\phi ,\qquad F_{\min}=\int\sigma\phi-\tfrac12\int\sigma\phi=\tfrac12\int\sigma\phi .$$

So half of the interaction energy is spent on polarizing the metal.

The condition also shows that $\sigma$ is linear in $\phi$, and $\phi$ is linear in $\rho$. The energy is therefore quadratic in $\rho$:

$$E_{\rm pol}[\rho]=\tfrac12\langle\rho,\rho\rangle,\qquad \langle a,b\rangle=\int\!\!\int a(\mathbf r)\,W(\mathbf r,\mathbf r')\,b(\mathbf r')\,d^3r\,d^3r' .$$

Here $W(\mathbf r,\mathbf r')$ is the potential at $\mathbf r$ due to the metal charge induced by a unit charge at $\mathbf r'$. It is symmetric, because $W=-vK^{-1}v^{T}$, with $v$ the Coulomb interaction between outside points and the metal.

**Q.** What is $W$ for a flat metal?

**A.** Let the metal fill $z<0$, and a medium of relative permittivity $\varepsilon$ fill $z>0$. A charge $q$ at height $z$ and a fictitious charge $-q$ at height $-z$ give zero potential on the plane, since every point of the plane is equally far from both. In $z>0$ the field has the right source and vanishes at infinity, so by uniqueness it is the solution. The metal's contribution is that of the fictitious charge:

$$W(\mathbf r,\mathbf r')=-\frac{1}{4\pi\varepsilon_0\varepsilon\,|\mathbf r-\mathbf r'_{\rm mirror}|}.$$

At the carrier itself the distance is $2z$. With $q=\pm e$,

$$E_{\rm im}=\tfrac12e^2W=\tfrac12\left(-\frac{e^2}{4\pi\varepsilon_0\varepsilon\,2z}\right)=-\frac{e^2}{16\pi\varepsilon_0\varepsilon z}.$$

The work done by the force gives the same answer. The attraction at height $s$ is $e^2/[4\pi\varepsilon_0\varepsilon(2s)^2]$, and its integral from $s=z$ to infinity is $e^2/(16\pi\varepsilon_0\varepsilon z)$.

**Q.** You have used an image to find the energy. Can the division into halves be seen without one?

**A.** Yes. Take a grounded disc of radius 80 nm in vacuum, with a unit charge on its axis 1.2 nm away. Divide the disc into rings, and find the ring charges from the requirement of zero potential. The interaction energy is then $-0.6001$ eV and the metal's self-energy is $+0.3001$ eV. Their sum, rounded only after the addition, is $-0.3001$ eV, while the image formula gives $-0.3000$ eV. The difference in the last digit, here and in the disc values below, comes from the finite width of the rings; a finite disc cannot attract more strongly than the whole plane.

**Q.** Now the gap. Both carriers are attracted to the metal, and the signs in $I-A$ are opposite. Should the two effects not cancel?

**A.** The *levels* move in opposite directions, and that is what closes the gap. Write the charge densities of the three states as

$$\rho_N=\rho_0,\qquad \rho_{N+1}=\rho_0+\delta_e,\qquad \rho_{N-1}=\rho_0+\delta_h ,$$

where $\delta_e$ integrates to $-e$ and $\delta_h$ to $+e$. I assume that the metal does not deform these densities appreciably and that there is no appreciable exchange of electrons with it. The metal then adds $E_{\rm pol}$ to each energy. Because $W$ is symmetric,

$$E_{\rm pol}[\rho_0+\delta_e]=\tfrac12\langle\rho_0,\rho_0\rangle+\langle\rho_0,\delta_e\rangle+\tfrac12\langle\delta_e,\delta_e\rangle ,$$

and likewise for the hole. Adding the two charged states and subtracting twice the neutral one removes $\langle\rho_0,\rho_0\rangle$:

$$\Delta G=\tfrac12\langle\delta_e,\delta_e\rangle+\tfrac12\langle\delta_h,\delta_h\rangle+\langle\rho_0,\delta_e+\delta_h\rangle .$$

The first two terms are the image energies of the separate carriers. They are quadratic in charge, so the sign of the carrier does not matter, and both are negative, because the minimum of $F$ lies below $F[0]=0$. If the added densities are equal and opposite, $\delta_h=-\delta_e$, the last term vanishes and the first two are equal. Hence

$$\Delta G=2E_{\rm im}=-2|E_{\rm im}|=-\frac{e^2}{8\pi\varepsilon_0\varepsilon z},$$

where the last form holds for point carriers.

To see the levels, note that the electron level is $E(N+1)-E(N)$. It shifts by

$$\tfrac12\langle\delta_e,\delta_e\rangle+\langle\rho_0,\delta_e\rangle=-|E_{\rm im}|+\langle\rho_0,\delta_e\rangle .$$

The hole level, on the same electron-energy scale, is $E(N)-E(N-1)$. It shifts by

$$-\tfrac12\langle\delta_h,\delta_h\rangle-\langle\rho_0,\delta_h\rangle=+|E_{\rm im}|+\langle\rho_0,\delta_e\rangle ,$$

where $\delta_h=-\delta_e$ was used in the last term. A polar neutral molecule thus moves both levels together, while the image energies move them towards each other.

**Q.** In a real molecule the electron and hole occupy different orbitals. What remains of the factor two?

**A.** It becomes a sum of two different energies, plus the cross term. Put the electron at height $z_e$ and the hole at $z_h$ on one normal to the metal, and represent the neutral molecule by charges $q_ie$ at heights $z_i$ on that normal. With $C=e^2/(4\pi\varepsilon_0)=1.440$ eV nm, two charges $q$ and $q'$, in units of $e$, interact through the metal with energy $-Cqq'/[\varepsilon(z+z')]$. The electron has charge $-1$, so its cross term is positive for positive $q_i$; the hole's is negative. Therefore

$$\Delta G=\frac C\varepsilon\left[-\frac1{4z_e}-\frac1{4z_h}+\sum_iq_i\left(\frac1{z_i+z_e}-\frac1{z_i+z_h}\right)\right].$$

A vacuum case shows the sizes. Let $z_e=1.0$ nm and $z_h=1.4$ nm, with neutral-molecule charges $+0.4e$ at 1.3 nm and $-0.4e$ at 0.9 nm. The image energies alone give

$$-\frac{1.440}{4}\left(\frac1{1.0}+\frac1{1.4}\right)\ \text{eV}=-0.6171\ \text{eV}.$$

The cross term brings the total to $-0.6327$ eV. The grounded disc, treated as before for all three charge states, gives $-0.6329$ eV. With both carriers at 1.2 nm and the same polar molecule, the disc gives $-0.6001$ eV against $2E_{\rm im}=-0.6000$ eV: the cross term has gone, as it should.

**Q.** Molecular carriers are not points either. Does their size matter?

**A.** Their shape does. A spherical density that stays clear of the plane has a spherical image, and two separate spheres attract like point charges at their centres. Its image energy is unchanged. In a ring parallel to the metal, two elements a lateral distance $d$ apart interact through the metal over the distance $\sqrt{4z^2+d^2}$, which is at least $2z$. The attraction is weaker. The equality $\Delta G=2E_{\rm im}$ still holds if the electron and hole share the ring, but $E_{\rm im}$ must then be that of the ring.

**Q.** You divided by $\varepsilon$ without comment. In a molecular film the neighbours polarize around a carrier, and that energy is far larger than the image energy. Where did it go?

**A.** Into the reference. The site deep in the medium has the same bulk polarization energy, which therefore cancels in $\Delta G$. What is left is the field of the image charge, and in a uniform medium the potential of a charge is reduced by $\varepsilon$.

Near the metal this needs a check, for the film consists of molecules. Consider a simple cubic lattice of polarizable points with spacing $a=0.8$ nm, the first layer lying $a/2$ from the image plane. The Clausius-Mossotti relation fixes the polarizability volume $\alpha$ for $\varepsilon=3$:

$$\frac{\alpha}{a^3}=\frac{3(\varepsilon-1)}{4\pi(\varepsilon+2)}=\frac{6}{20\pi}=0.0955 .$$

All induced dipoles, their images and the carrier's image are then solved for together. Finite clusters are used, with a correction for the missing medium outside. The polarization energy of a carrier in the bulk is $-0.86$ eV. Subtracting it from the energy near the metal, and doubling, gives the change of the gap:

| Layer | $z$ (nm) | Continuum (eV) | Lattice (eV) |
|---|---|---|---|
| 1 | 0.4 | −0.600 | −0.678 |
| 2 | 1.2 | −0.200 | −0.216 |
| 3 | 2.0 | −0.120 | −0.122 |
| 4 | 2.8 | −0.086 | −0.085 |

The lattice column carries a cluster error: for the infinite lattice each entry is larger in magnitude by about 0.002 eV. With that allowed for, the lattice result exceeds the continuum one in magnitude by 13% in the first layer and 9% in the second. The carrier's own site is polarizable here too, and most of the first-layer excess comes from its deformation, which the derivation of $\Delta G$ neglected. In layers 3 and 4 the excess has fallen to about 3% and 1%. That the tabulated value for layer 4 is weaker than the continuum one is an effect of the finite clusters: two bulk clusters of different size already differ by 0.0009 eV, which becomes about 0.002 eV in the gap.

**Q.** If the gap shrinks near a metal, light absorption should shift to lower energy by the same amount.

**A.** That does not follow. Light creates both carriers at once on a neutral molecule. Inserting $\rho_0+\delta_e+\delta_h$ into $E_{\rm pol}$ and subtracting the neutral state gives

$$\Delta E_{\rm pair}=\Delta G+\langle\delta_e,\delta_h\rangle .$$

For point carriers on one normal, the new term is $+C/[\varepsilon(z_e+z_h)]$: each carrier is repelled by the other's image. If they coincide, then

$$\Delta E_{\rm pair}=-\frac{C}{2\varepsilon z}+\frac{C}{2\varepsilon z}=0 .$$

More generally, $\delta_e+\delta_h=0$ leaves no added charge for the metal to respond to. The exciton binding energy is $G-E_{\rm pair}$, so it falls by as much as the transport gap, and the optical gap stays where it was in this model.

When the carriers are apart, the cancellation is incomplete. In the vacuum case with heights 1.0 and 1.4 nm and the polar molecule, the pair energy changes by $-0.0328$ eV, while the transport gap changes by $-0.6327$ eV. The disc gives the same pair energy to the digits shown.

**Q.** Give me a case from a device.

**A.** Take an amorphous film of Alq3, an organic semiconductor used in light-emitting diodes, on aluminium. Rough typical inputs are $\varepsilon=3$, a molecular spacing of 0.8 nm and a bulk transport gap of 4 eV. Put the carrier in the second layer, $z=1.5\times0.8=1.2$ nm. Then

$$|E_{\rm im}|=\frac{1.440}{4\times3\times1.2}\ \text{eV}=0.100\ \text{eV},\qquad \Delta G=-2\times0.100\ \text{eV}=-0.20\ \text{eV}.$$

The gap at this site is 3.8 eV. If the neutral molecules' potential is the same as in the bulk, the electron level lies 0.1 eV lower than deep in the film and the hole level 0.1 eV higher. The advantage is local: a carrier that leaves for the bulk must pay the 0.1 eV back.

The change falls off as $1/z$. It equals the thermal energy at 300 K, 0.026 eV, at $z=C/(2\varepsilon\times0.026\ \text{eV})\approx9$ nm. In the opposite limit, $z\to0$, the formula diverges. It has failed before then, because a sharp plane and an undeformed molecule no longer describe the contact.

**Q.** A sharp plane is already an idealization at 1.2 nm. How deep does the field enter the metal?

**A.** Use Thomas-Fermi screening. In the metal a potential with wave number $k$ along the surface decays as $e^{-\kappa|z|}$, with $\kappa=\sqrt{k^2+1/\lambda^2}$. For an electron gas of density $n$ and Fermi energy $E_F$, $\lambda^2=2\varepsilon_0E_F/(3ne^2)$. The rough density $1.8\times10^{23}$ cm$^{-3}$ for aluminium gives $\lambda=0.049$ nm.

At the surface let the carrier's potential have amplitude 1, the reflected part $r$, and the part in the metal $t$. Continuity of the potential and of the normal displacement requires, with unit background permittivity in the metal,

$$1+r=t,\qquad \varepsilon k(1-r)=\kappa t .$$

Eliminating $t$ gives $\varepsilon k(1-r)=\kappa(1+r)$, so

$$r(k)=\frac{\varepsilon k-\kappa}{\varepsilon k+\kappa},\qquad E=\frac{C}{2\varepsilon}\int_0^\infty r(k)\,e^{-2kz}\,dk .$$

For $\lambda\to0$, $r=-1$ and the integral is $-1/(2z)$, which restores $E_{\rm im}=-C/(4\varepsilon z)$. For small $\lambda$, $\kappa\approx1/\lambda$ and $r\approx-(1-2\varepsilon k\lambda)\approx-e^{-2k\varepsilon\lambda}$. The exponent in the integral becomes $-2k(z+\varepsilon\lambda)$: to this order the mirror plane has moved into the metal by $\varepsilon\lambda$, here 0.15 nm.

The full integral weakens the gap reduction by 0.022 eV, and the moved plane gives the same to that accuracy. The correction can therefore be absorbed by measuring $z$ from the effective image plane. Where that plane lies relative to the atoms is a question about the real surface that this model does not answer. The model has a sharp electron edge; at a real simple metal facing vacuum the electrons spill out and the image plane lies outside the edge of the positive background, so even the sign of this correction is not fixed by it. Near $z=1.2$ nm an error of 0.1 nm in this effective $z$ changes $\Delta G$ by about $0.20\times0.1/1.2\approx0.017$ eV.

An unfilled gap of width $d$ between the metal and the film matters more. On an ideal metal the potential in the gap grows from zero as a hyperbolic sine, so $\kappa$ in the boundary condition at the film's edge is replaced by $k\coth kd\approx1/d$. The gap therefore acts as $\lambda=d$ did and moves the plane by $\varepsilon d$. For $d=0.1$ nm and a carrier 1.2 nm from the film's edge, the effective $z$ is 1.5 nm, and the reduction falls from 0.20 to 0.16 eV.

**Q.** And the other omissions?

**A.** Each is evaluated with the remaining settings of the example held fixed. A positive sign means a smaller reduction.

- The molecular lattice in the second layer, with the first layer $a/2$ from the image plane: $-0.016$ eV from the clusters, $-0.018$ eV for the infinite lattice.
- A carrier spread over a flat ring of radius 0.4 nm: $+0.005$ eV.
- A vacuum surface on a film 5 nm thick: $+0.003$ eV.
- Electron 0.1 nm closer to the metal and hole 0.1 nm farther away: $-0.001$ eV. A molecular dipole of roughly 4 D along the normal adds another $-0.001$ eV through the cross term, for the orientation with its positive end away from the metal.

Among these and field penetration, the largest single correction is about 11% of the 0.20 eV reduction. An unfilled gap at the metal can matter more, as shown above. The corrections were found separately, so their sum is no more than a guide. I would quote the result as about 0.2 eV for a film in close contact with the metal.

**Q.** You also assumed that the carrier stays on its molecule. With a metal two layers away, is that safe?

**A.** For the energy of the level, yes, with these parameters. Let the transfer energy between the first two layers be $t_{12}=0.01$ eV, and let the first-layer level have a width $\Gamma=0.1$ eV from its contact with the metal; both are rough inputs. From the lattice energies, the first-layer electron level lies lower by

$$D=\tfrac12(0.678-0.216)\ \text{eV}=0.231\ \text{eV}.$$

With the second-layer level as zero of energy, its shift to second order in $t_{12}$ is

$$\frac{t_{12}^2}{D+i\Gamma/2}=\frac{t_{12}^2\,(D-i\Gamma/2)}{D^2+\Gamma^2/4}.$$

The real part is an upward shift of 0.0004 eV. Minus twice the imaginary part is the width, 0.0002 eV. Both are negligible beside 0.1 eV. The width does mean that the carrier can escape to the metal, in a time of about $\hbar/(0.0002\ \text{eV})$, a few picoseconds for this value of $D$, and less where disorder brings the two levels closer. Even then it is long for the electrons of the neighbouring molecules to polarize. In the first layer the width $\Gamma$ is already about 30% of the level shift, $\tfrac12\times0.678=0.34$ eV, and a stronger contact would remove the meaning of a separate molecular gap there.

**Q.** So should one see a clean 0.2 eV narrowing in an actual Alq3 contact?

**A.** Not necessarily a clean one. An amorphous film has energetic disorder. With a rough spread of 0.1 eV for each level, and independent electron and hole levels, the gaps of individual sites spread by $\sqrt2\times0.1=0.14$ eV. That is some 70% of the reduction. Independence is an assumption. For the same spread of the levels, random potentials from polar neighbours move both levels nearly together and spread the gap less, while variations in polarization move them in opposite directions and spread it more. For a molecule as polar as this one the first case matters: randomly oriented 4 D dipoles on the lattice above, screened by $\varepsilon=3$, spread each level by about 0.15 eV in the bulk and 0.13 eV in the second layer, but spread the gap by only about 0.04 eV when the electron and hole centres are 0.2 nm apart along the normal. The mean still shifts by the calculated amount if the disorder is the same near the metal and far from it.

A chemically reacted or intermixed contact breaks a stronger assumption: the molecules near the metal are then not those of the bulk, and their gap may differ for reasons other than screening. The estimate of 0.2 eV is for an intact second layer over a smooth metal, with no unfilled gap between metal and film. It also presumes that a carrier stays long enough for the polarization included in $\varepsilon$ to follow it. If a process is too fast for part of that polarization, the permittivity must be the one for its time scale.

## Calculated quantities

```
e^2/(4 pi eps0) = 1.43996 eV nm
Input permittivity (rough) = 3.0
Input molecular spacing (rough) = 0.8 nm
Input bulk transport gap (rough) = 4.0 eV
Carrier distance z, second layer = 1.20 nm
Single-carrier image energy = -0.1000 eV
Transport-gap change = -0.2000 eV
Transport gap near the metal = 3.80 eV
Disc tests in vacuum:
 image energy at z: disc -0.3001, formula -0.3000 eV
 interaction part -0.6001 eV, metal cost 0.3001 eV
 gap change, equal: disc -0.6001, formula -0.6000 eV
 unequal case: z_e = 1.0 nm, z_h = 1.4 nm, neutral molecule
  with +0.4 e at 1.3 nm and -0.4 e at 0.9 nm
 gap change: disc -0.6329, formula -0.6327 eV
 same without cross term = -0.6171 eV
 pair energy: disc -0.0328, formula -0.0328 eV
Boundary matching, eps = 3: image energy = -0.1000 eV
Spherical shell, radius 0.4 nm: -0.1000 eV
Lattice polarizability / spacing^3 = 0.0955
Bulk polarization energy, small cluster = -0.8648 eV
Bulk polarization energy, large cluster = -0.8639 eV
Gap change by layer: z (nm), continuum (eV), lattice (eV), ratio
 layer 1: 0.4  -0.6000  -0.6779  1.130
 layer 2: 1.2  -0.2000  -0.2164  1.082
 layer 3: 2.0  -0.1200  -0.1217  1.014
 layer 4: 2.8  -0.0857  -0.0846  0.986
Neglected effects, as additions to the gap change:
 input electron density of Al (rough) = 1.8e+23 cm^-3
 Thomas-Fermi length = 0.0488 nm
 field penetration into metal = +0.0218 eV
 same from plane moved by eps*length = +0.0217 eV
 vacuum surface of a 5 nm film = +0.0028 eV
 flat ring carrier, radius 0.4 nm = +0.0052 eV
 centres moved by -/+0.1 nm = -0.0014 eV
 cross term, dipole 4 D (rough) = -0.00116 eV
 molecular lattice = -0.0164 eV
Input transfer energy between layers (rough) = 0.01 eV
Input first-layer level width (rough) = 0.1 eV
Level offset, first to second layer = 0.2308 eV
 hybridization shift per level = 0.00041 eV
 hybridization width of level = 0.00018 eV
Input site disorder (rough) = 0.1 eV
Gap spread, independent levels = 0.141 eV
Thermal energy at 300 K = 0.0259 eV
```
